# Why Dy3+ favours axial and Er3+ equatorial ligands

## The decision: where to put the charge

Before a spin–orbit calculation on a candidate single-ion magnet, one must choose which coordination geometries are worth computing. If the aim is a ground doublet with the largest possible moment along one axis, the choice depends on the ion. For Dy³⁺ the strongest negative charges belong on that axis, and for Er³⁺ they belong in the plane perpendicular to it. When the ligand field is axially symmetric and dominated by its rank-2 part, a geometry that serves one ion puts the other into a state with a small axial moment.

The reason is the shape of the 4f cloud in the state \(|J,M=J\rangle\). Throughout, "favours" means that the ligands make the doublet \(M=\pm J\) lowest. It does not predict which structure forms, since bonding and ligand–ligand repulsion are not considered.

The model assumes pure LS coupling, a single Hund level \(J\), one radial function for all 4f electrons, and ligands that act as point charges outside the 4f cloud. The shape is described by the electron-number quadrupole

\[
Q=\Big\langle\sum_i(3z_i^2-r_i^2)\Big\rangle .
\]

The charge quadrupole is \(-eQ\). A cloud with \(Q<0\) is oblate (flattened along \(z\)), and one with \(Q>0\) is prolate.

## The state \(M=J\) is one determinant

Write the configuration as \(4f^{7+p}\) with \(p=1,\dots,6\), so that Dy³⁺ has \(p=2\) and Er³⁺ has \(p=4\). Fill all seven spin-up orbitals, then put \(p\) spin-down electrons into \(m=3,2,\dots,4-p\).

The operator \(S_+\) annihilates this determinant, because each spin-down electron would be flipped into an occupied spin-up orbital. \(L_+\) annihilates it too, because each electron would be raised into an occupied orbital or beyond \(m=3\). The determinant is therefore the top state of its term. The spin-up shell carries no net \(m\), so

\[
L=\sum_{j=0}^{p-1}(3-j)=\frac{p(7-p)}{2},\qquad S=\frac{7-p}{2}.
\]

For a shell more than half full, Hund's third rule selects \(J=L+S\), and the determinant has \(M=L+S=J\). Dy³⁺ has \(L=5\), \(S=5/2\); Er³⁺ has \(L=6\), \(S=3/2\). Both have \(J=15/2\).

This state also has the wanted magnetism. With \(g_s=2\), the Zeeman splitting of \(M=\pm J\) in a field along \(z\) is \(2(L+2S)\mu_BB\), so \(g_z=2(L+2S)\), which is 20 for Dy³⁺ and 18 for Er³⁺. Within one level the magnetic moment is proportional to \(\mathbf J\), and \(J_\pm\) changes \(M\) by one. It cannot connect \(+15/2\) to \(-15/2\), so the transverse \(g\) values of the pure doublet vanish.

## The quadrupole, electron by electron

For one f electron, \(\langle\cos^2\theta\rangle\) follows from the relation

\[
\cos\theta\,Y_{lm}=a_{l+1,m}Y_{l+1,m}+a_{l,m}Y_{l-1,m},\qquad a_{l,m}^2=\frac{l^2-m^2}{4l^2-1}.
\]

The squared norm of the right-hand side at \(l=3\) is

\[
\langle\cos^2\theta\rangle=\frac{16-m^2}{63}+\frac{9-m^2}{35}
=\frac{5(16-m^2)+9(9-m^2)}{315}=\frac{23-2m^2}{45}.
\]

Therefore

\[
\langle3\cos^2\theta-1\rangle_m=\frac{23-2m^2}{15}-1=\frac{2(4-m^2)}{15},
\]

which is \(-2/3,\,0,\,2/5,\,8/15\) for \(|m|=3,2,1,0\). Over the full spin-up shell \(\sum_m(4-m^2)=28-28=0\), so only the \(p\) spin-down electrons contribute:

\[
\begin{aligned}
\frac{Q}{\langle r^2\rangle}
&=\frac{2}{15}\sum_{j=0}^{p-1}\left[4-(3-j)^2\right]
=\frac{2}{15}\sum_{j=0}^{p-1}(-5+6j-j^2)\\
&=\frac{2}{15}\left[-5p+3p(p-1)-\frac{p(p-1)(2p-1)}{6}\right]\\
&=-\frac{p\,(2p^2-21p+49)}{45}
=-\frac{p(7-2p)(7-p)}{45}.
\end{aligned}
\]

The sign changes at \(p=7/2\), between Ho³⁺ and Er³⁺. For the two ions of interest,

\[
\text{Dy}^{3+}:\ -\frac23+0=-\frac23,\qquad
\text{Er}^{3+}:\ -\frac23+0+\frac25+\frac8{15}=+\frac4{15}.
\]

The first spin-down electron enters the flat \(m=3\) orbital, and the second, with \(m=2\), has no quadrupole. This is why Tb³⁺ and Dy³⁺ share the value \(-2/3\). The next two electrons enter \(m=1\) and \(m=0\), which are elongated along \(z\), and together they outweigh the first. Angular integration of the density was tested against the closed form for all six ions.

The density at the pole shows the same thing. There only \(m=0\) orbitals are non-zero, because \(Y_{3m}\) contains the factor \(\sin^{|m|}\theta\). In units where a spherical cloud has density equal to its number of electrons, Dy³⁺ has 7.0 at the pole against a mean of 9, and Er³⁺ has 14.0 against a mean of 11. At the equator the values are 9.2 and 10.5. An axial ligand thus faces a depleted region in Dy³⁺ and a concentrated one in Er³⁺.

## From shape to the Stevens factor

To find the ground state, the other \(M\) states are needed as well. Within one level \(J\), the Wigner–Eckart theorem makes every axial rank-2 operator proportional to \(3J_z^2-J(J+1)\). The Stevens factor \(\alpha_J\) is the constant of proportionality:

\[
\Big\langle M\Big|\sum_i(3\cos^2\theta_i-1)\Big|M\Big\rangle=\alpha_J\left[3M^2-J(J+1)\right].
\]

At \(M=J\) the bracket is \(3J^2-J^2-J=J(2J-1)\), which is positive. Hence \(Q=\alpha_JJ(2J-1)\langle r^2\rangle\), and the sign of \(\alpha_J\) is the sign of the quadrupole of this state. For \(J=15/2\) the bracket equals 105, so

\[
\alpha_J(\text{Dy}^{3+})=-\frac{2}{315},\qquad
\alpha_J(\text{Er}^{3+})=+\frac{4}{1575}.
\]

The sign of \(\alpha_J\) does not give the shape of the ion in every state. With \(J(J+1)=63.75\), the bracket is negative for \(|M|\le9/2\). At \(M=1/2\) it equals \(-63\), and the Dy³⁺ cloud is then prolate, with \(Q=+0.4\,\langle r^2\rangle\). The \(M\) dependence was tested on many-electron states built by repeated lowering from \(M=J\).

## The energy in a ligand field

In atomic units, a ligand of charge \(-Z\) at distance \(R\) and polar angle \(\theta_L\) repels an electron at \(r<R\) with energy

\[
\frac{Z}{|\mathbf R-\mathbf r|}=Z\sum_k\frac{r^k}{R^{k+1}}P_k(\cos\omega),
\]

where \(\omega\) is the angle between the two directions. The density of a state of definite \(M\) is symmetric about \(z\). Averaging over the azimuth replaces \(P_k(\cos\omega)\) by \(P_k(\cos\theta)P_k(\cos\theta_L)\), by the addition theorem. The term \(k=0\) is the same for all \(M\) and all \(\theta_L\). Odd ranks vanish by parity, and ranks above 6 vanish because two \(l=3\) functions cannot couple to them.

Since \(P_2(\cos\theta)=(3\cos^2\theta-1)/2\), the rank-2 energy is

\[
E_2(M)=\frac{Z\langle r^2\rangle}{2R^3}\,P_2(\cos\theta_L)\,\alpha_J\left[3M^2-J(J+1)\right].
\]

These diagonal energies are the rank-2 levels when the ligand charges as a whole are symmetric about \(z\), as for an axial pair or a uniform ring; otherwise the field can also mix different \(M\). For such a field, with rank 2 dominant, the comparison that decides the ground state is

\[
E_2(J)-E_2(M)=\frac{3Z\langle r^2\rangle}{2R^3}\,P_2(\cos\theta_L)\,\alpha_J\,(J^2-M^2).
\]

This is negative for every \(|M|<J\) when \(\alpha_JP_2(\cos\theta_L)<0\). On the axis \(P_2=1\), so \(\alpha_J\) must be negative, as in Dy³⁺. In the plane \(P_2=-1/2\), so \(\alpha_J\) must be positive, as in Er³⁺. The factor changes sign at \(\cos^2\theta_L=1/3\), or \(\theta_L\approx54.7^\circ\), where a ligand has no effect on the rank-2 diagonal energies.

## How large the effect is

Take the same radial function \(r^3e^{-\zeta r}\) for both ions, with \(\zeta=5/a_0\), and a total ligand charge of \(-2e\) at \(R=4.5\,a_0\) (2.38 Å). The charge is either split between two axial points or spread over a uniform equatorial ring. These are round model parameters. Shielding by the outer closed shells and covalency are left out, so the energies illustrate the model and are not predictions for a compound.

The radial density \(r^8e^{-2\zeta r}\) gives \(\langle r^2\rangle=10\cdot9/(2\zeta)^2=0.90\,a_0^2\). The quadrupoles are then \(-0.60\,a_0^2\) for Dy³⁺ and \(+0.24\,a_0^2\) for Er³⁺. With \(\langle\sum_iP_2\rangle=Q/(2\langle r^2\rangle)\), the rank-2 energies of \(M=J\) in the favourable geometries are

\[
\text{Dy, axial: }\ \frac{2(0.90)}{4.5^3}(1)\left(-\frac13\right)E_h=-6.58\times10^{-3}\,E_h=-1445\ \text{cm}^{-1},
\]

\[
\text{Er, ring: }\ \frac{2(0.90)}{4.5^3}\left(-\frac12\right)\left(\frac2{15}\right)E_h=-1.32\times10^{-3}\,E_h=-289\ \text{cm}^{-1}.
\]

The ratio of five has two sources: the Dy³⁺ quadrupole is 2.5 times larger in magnitude, and an axial charge is twice as effective as an equatorial one.

Adding ranks 4 and 6 gives these levels, in cm⁻¹:

| \(\lvert M\rvert\) | Dy axial | Dy ring | Er axial | Er ring |
|---|---|---|---|---|
| 15/2 | −1478 | +709 | +607 | −280 |
| 13/2 | −858 | +439 | +333 | −175 |
| 1/2 | +842 | −442 | −333 | +181 |

In the favourable geometries \(M=\pm15/2\) is lowest, with a first gap, within the single level \(J=15/2\), of 620 cm⁻¹ for Dy³⁺ and 105 cm⁻¹ for Er³⁺. With rank 2 alone the gaps would be 578 and 116 cm⁻¹. In this model the higher ranks thus change them by \(+7\%\) and \(-9\%\) of the rank-2 value.

In the unfavourable geometries the ground doublet is \(M=\pm1/2\), and the next doublet lies only 44 cm⁻¹ (Dy³⁺) or 30 cm⁻¹ (Er³⁺) above it. The magnetism changes character too. For \(M=\pm1/2\) the axial value is \(g_z=g_J\), while \(\langle\tfrac12|J_+|{-\tfrac12}\rangle=J+\tfrac12=8\) gives \(g_\perp=8g_J\). With \(g_J=g_z(\pm J)/(2J)=20/15\) for Dy³⁺, this means \(g_z\approx1.3\) and \(g_\perp\approx10.7\). The moment now lies in the plane.

One can also hold the state at \(M=J\) and move a single ligand of charge \(-e\). Without the \(k=0\) term, the Dy³⁺ energy is −739 cm⁻¹ with the ligand on the axis and +355 cm⁻¹ with it in the plane. For Er³⁺ the values are +303 and −140 cm⁻¹. These come from direct three-dimensional integration of the Coulomb repulsion, which was tested against the multipole series.

## When the rule fails

**Strong higher ranks.** The rule rests on the dominance of rank 2. In the Er³⁺ ring, ranks 4 and 6 raise \(M=15/2\) by 8.7 cm⁻¹ and lower \(M=13/2\) by 1.6 cm⁻¹. Scaling both ranks by a common factor \(s\) closes the 115.6 cm⁻¹ rank-2 gap at about \(s=115.6/10.3\approx11\), and the computed threshold is 11.3. This margin belongs to unshielded point charges; shielding and covalency, which are left out, change the ratio of the ranks, so it is not a margin for a real compound. For axial Dy³⁺ no positive common factor removes \(M=J\) from the bottom. That result does not cover a change in the ratio of rank 4 to rank 6. Nor is it a guarantee for other geometries, such as nearly cubic ones, where the rank-2 contributions of the ligands cancel.

**Too few equatorial ligands.** A uniform ring keeps \(M\) a good quantum number, but discrete ligands need not. Two opposite ligands in the plane are an axial pair about another axis. For Er³⁺ they reproduce the unfavourable axial spectrum, with \(M=\pm1/2\) lowest along the line joining them. For ligands in the plane at equal distance and azimuths \(\phi_i\), the rank-2 terms with \(\Delta M=\pm2\) are proportional to \(\sum_iZ_ie^{\pm2i\phi_i}\), so the rank-2 field is symmetric about \(z\) when this sum vanishes. It vanishes for three or more identical, equally spaced ligands and for two identical ligands at right angles, but not for an opposite pair. Three equally spaced ligands with the same total charge have the same diagonal energies as the ring. Their field could mix states with \(\Delta M=\pm3\) or \(\pm6\). The first kind vanishes for ligands in the plane, because \(P_k^q(0)=0\) when \(k+q\) is odd and \(k\) is even here. The rank-6 terms with \(\Delta M=\pm6\) remain.

**Level mixing.** If the ligand field is not small compared with the spacing to the next \(J\) level, a single \(\alpha_J\) no longer describes the ion. The axial Dy³⁺ example is already near this regime, since its levels span 2320 cm⁻¹. If \(J=13/2\) is placed 3500 cm⁻¹ above \(J=15/2\) and the same field is diagonalized in the whole term, the first gap falls from 620 to about 560 cm⁻¹, a larger change than ranks 4 and 6 produce. The ground doublet keeps \(g_z=20\), because \(M=\pm15/2\) occurs only once in the term. The other three first gaps (with 6500 cm⁻¹ for Er³⁺) move by about 2 cm⁻¹ or less.

## What to do in practice

For a candidate geometry, first evaluate the rank-2 tensor of the ligand charges,

\[
T_{ab}=\sum_i\frac{Z_i}{2R_i^3}\left(3n_{i,a}n_{i,b}-\delta_{ab}\right),
\]

where \(\mathbf n_i\) is the unit vector to ligand \(i\). Its \(zz\) element is \(\sum_iZ_iP_2(\cos\theta_i)/R_i^3\), the sum that enters \(E_2\). Diagonalize it, which also supplies the axis when symmetry does not. For Dy³⁺, look for a large positive eigenvalue well separated from the middle one; for Er³⁺, a large negative eigenvalue well separated from the middle one. In both cases the ideal is that the other two are equal, since their difference mixes states with \(\Delta M=\pm2\). With rank 2 alone, this mixing does little harm: diagonalizing the field within the \(J=15/2\) level of either ion leaves \(g_z\) within 1% of its maximum and the transverse values below 0.001, even for eigenvalues in the ratio \(1:0:-1\) (Dy³⁺) or \(-1:0:1\) (Er³⁺). When higher ranks matter, the full field must be diagonalized.

Then compute the promising structures with a method that treats all \(M\) states on the same footing. A single determinant can represent \(M=J\), but \(J_-\) acting on it gives a sum of several determinants, so the state \(M=J-1\) cannot be computed as a single determinant. In the result, inspect the ground doublet. A \(g_z\) near 20 for Dy³⁺ or 18 for Er³⁺, with small transverse values, indicates nearly pure \(M=\pm15/2\). In a pure rank-2 field acting within the single level \(J=15/2\), a large transverse \(g\) shows that the eigenvalue of \(T\) with the largest magnitude has the wrong sign for the ion. The converse does not hold. For Dy³⁺ with eigenvalues in the ratio \(0.35:0.65:-1\) the principal \(g\) values are 19.3, 0.20 and 0.08, and for \(0.2:0.8:-1\) they are 19.7, 0.011 and 0.007, so such a geometry should not be discarded on the sign alone. The full level schemes are in the numerical output below.

## Computed results

```
One f electron, <3cos^2-1> for |m|=3,2,1,0: -0.6667 0.0000 0.4000 0.5333
Ion, p, J, Q/<r^2> of M=J, alpha_J (dimensionless):
  Tb3+ 1 6.0 -0.6667 -0.010101
  Dy3+ 2 7.5 -0.6667 -0.006349
  Ho3+ 3 8.0 -0.2667 -0.002222
  Er3+ 4 7.5 +0.2667 +0.002540
  Tm3+ 5 6.0 +0.6667 +0.010101
  Yb3+ 6 3.5 +0.6667 +0.031746
Model: zeta = 5.0 /a0, R = 4.5 a0 = 2.381 angstrom, total charge -2 e
<r^2>, <r^4>, <r^6> in a0^2, a0^4, a0^6: 0.9000 1.1880 2.1622
Dy3+ 4 pi x angular density: pole 7.0000, equator 9.1875, mean 9 electrons
Dy3+ Q of M=J: -0.6000 a0^2; g_z = 20.0
Dy3+ <sum P_k> of M=J, k=2,4,6: -0.33333 -0.12121 +0.05828
Dy3+ M=J, one ligand -e, without monopole: axial -738.9, equatorial +354.6 cm^-1
Er3+ 4 pi x angular density: pole 14.0000, equator 10.5000, mean 11 electrons
Er3+ Q of M=J: +0.2400 a0^2; g_z = 18.0
Er3+ <sum P_k> of M=J, k=2,4,6: +0.13333 +0.09091 +0.11655
Er3+ M=J, one ligand -e, without monopole: axial +303.3, equatorial -140.2 cm^-1
Levels in cm^-1, ranks 2+4+6:
  |M|   Dy axial  Dy ring  Er axial  Er ring
  7.5   -1477.9    +709.2    +606.7    -280.3
  6.5    -858.3    +438.6    +332.9    -175.0
  5.5    -344.8    +196.5    +126.1     -81.6
  4.5     +67.9     -11.6     -32.7      +0.3
  3.5    +386.3    -181.7    -154.2     +69.5
  2.5    +617.5    -311.1    -243.5    +124.0
  1.5    +767.7    -398.1    -302.8    +161.8
  0.5    +841.6    -441.9    -332.5    +181.1
Dy3+ axial: ground |M| = 7.5, first gap 619.6 cm^-1
Dy3+ ring: ground |M| = 0.5, first gap 43.8 cm^-1
Er3+ axial: ground |M| = 0.5, first gap 29.7 cm^-1
Er3+ ring: ground |M| = 7.5, first gap 105.4 cm^-1
Dy3+ axial, rank 2 only, |M|=7.5,6.5,0.5: -1445.1 -867.1 +867.1 cm^-1
Dy3+ axial: rank-4,6 multiplier that dethrones M=J (inf = never): inf
Er3+ ring, rank 2 only, |M|=7.5,6.5,0.5: -289.0 -173.4 +173.4 cm^-1
Er3+ ring: rank-4,6 multiplier that dethrones M=J (inf = never): 11.27
```
